# Ion diffusion over random barriers: a hopping-chain exercise: test program

```python
"""
Result under test: on a long 1D chain of equal-energy sites with Gaussian
barriers (mean E_mean, standard deviation sigma) the long-time diffusivity is
    D = a^2 / <1/Gamma> = a^2 nu exp(-E_mean/kT) / R,
    R = exp(sigma^2 / (2 (kT)^2)),
where R is the reduction relative to a chain with all barriers equal to E_mean.
Symbols: a = site spacing, nu = attempt frequency, Gamma = nu exp(-E/kT) = rate
over one barrier in either direction, s = sigma/kT, z = (E - E_mean)/sigma.
Example: charged oxygen vacancies in a gate oxide of Zr, rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu
from scipy.stats import norm

rng = np.random.default_rng(12345)
k_eV = const.k / const.e

# ---------------------------------------------------------------- inputs
temperature = 300.0        # K
sigma = 0.1                # eV
mean_barrier = 0.7         # eV
spacing_nm = 0.28          # nm
attempt = 1.0e13           # Hz
charge = 2                 # elementary charges
hops = 18                  # barriers across the film
field_MV_cm = 1.0          # MV/cm
site_spread = 0.05         # eV
hot_temperature = 400.0    # K

kT = k_eV * temperature
s = sigma / kT
reduction = np.exp(s**2 / 2)

# ------------------------------------------- Gaussian averages by quadrature
z_grid = np.linspace(-14.0, 22.0, 14401)
dz = z_grid[1] - z_grid[0]
density = np.exp(-z_grid**2 / 2) / np.sqrt(2 * np.pi)


def average(values):
    """Average over the Gaussian barrier distribution."""
    return np.sum(density * values) * dz


boltz = np.exp(s * z_grid)
quad_reduction = average(boltz)
assert abs(quad_reduction / reduction - 1) < 1e-8
# early-time enhancement <Gamma>/Gamma(E_mean)
early_gain = average(1 / boltz)
assert abs(early_gain / reduction - 1) < 1e-8
# energy of the barriers that carry the resistance
dominant = mean_barrier + sigma * average(z_grid * boltz) / quad_reduction
assert abs(dominant - (mean_barrier + sigma**2 / kT)) < 1e-8
peak = mean_barrier + sigma * z_grid[np.argmax(density * boltz)]
assert abs(peak - dominant) < sigma * dz


def log_diffusivity(temp):
    """ln D up to a constant, from the averaged inverse rate."""
    energy = mean_barrier + sigma * z_grid
    return -np.log(average(np.exp(energy / (k_eV * temp))))


t_lo, t_hi = temperature - 0.5, temperature + 0.5
beta_step = 1 / (k_eV * t_lo) - 1 / (k_eV * t_hi)
activation = (log_diffusivity(t_hi) - log_diffusivity(t_lo)) / beta_step
assert abs(activation - dominant) < 1e-4
# relative variance of one bond resistance
rel_var = average(boltz**2) / quad_reduction**2 - 1
assert abs(rel_var / (np.exp(s**2) - 1) - 1) < 1e-7
hops_for_10pc = rel_var / 0.1**2


# -------------------------------- diffusivity from the lowest Bloch eigenvalue
def bloch_diffusivity(bond, weight, theta=0.05):
    """Periodic chain, a = 1. bond = exp(-saddle/kT), weight = exp(-site/kT);
    the rate out of site i over a bond is bond/weight_i."""
    n = len(bond)
    h = np.zeros((n, n), complex)
    for i in range(n):
        j = (i + 1) % n
        phase = np.exp(1j * theta) if j == 0 else 1.0
        h[i, i] += bond[i] / weight[i]
        h[j, j] += bond[i] / weight[j]
        link = bond[i] * phase / np.sqrt(weight[i] * weight[j])
        h[i, j] -= link
        h[j, i] -= np.conj(link)
    return np.linalg.eigvalsh(h)[0] * n**2 / theta**2


n_cell = 12
z_cell = rng.permutation(norm.ppf((np.arange(n_cell) + 0.5) / n_cell))
rates = np.exp(-s * z_cell)
bloch_D = bloch_diffusivity(rates, np.ones(n_cell))
series_D = 1 / np.mean(1 / rates)
assert abs(bloch_D / series_D - 1) < 1e-3   # finite wave number costs ~2e-4

# unequal site energies, independent of the saddle energies
site_weight = np.exp(-site_spread / kT * rng.permutation(z_cell))
bloch_site = bloch_diffusivity(rates, site_weight)
series_site = 1 / (np.mean(1 / rates) * np.mean(site_weight))
assert abs(bloch_site / series_site - 1) < 1e-3
site_factor = average(np.exp(-site_spread / kT * z_grid))
assert abs(site_factor / np.exp((site_spread / kT)**2 / 2) - 1) < 1e-8

# ------------------------- mean-square displacement in time, milder disorder
cell = np.exp(-rng.permutation(norm.ppf((np.arange(6) + 0.5) / 6)))
copies = 41
chain = np.tile(cell, copies)[:-1]
n_sites = len(chain) + 1
generator = np.diag(chain, 1) + np.diag(chain, -1)
generator -= np.diag(generator.sum(axis=0))
modes, vectors = np.linalg.eigh(generator)
starts = np.arange(6) + 6 * (copies // 2)
sites = np.arange(n_sites)


def mean_square(time):
    """Mean-square displacement, start spread evenly over one cell."""
    prob = (vectors * np.exp(modes * time)) @ vectors[starts].T
    return np.mean(np.sum((sites[:, None] - starts)**2 * prob, axis=0))


late_D = (mean_square(200.0) - mean_square(100.0)) / 200.0
early_D = mean_square(1e-4) / 2e-4
assert abs(late_D * np.mean(1 / cell) - 1) < 1e-5
assert abs(early_D / np.mean(cell) - 1) < 2e-3   # finite first time step

# --------------------------------------------- drift velocity on a biased ring
hop_volt = field_MV_cm * 1e8 * spacing_nm * 1e-9
f = charge * hop_volt / kT


def ring_velocity(bond, bias):
    """Stationary velocity (a = 1) from the numerical stationary state."""
    n = len(bond)
    m = np.zeros((n, n))
    for i in range(n):
        j = (i + 1) % n
        forward, back = bond[i] * np.exp(bias / 2), bond[i] * np.exp(-bias / 2)
        m[j, i] += forward
        m[i, i] -= forward
        m[i, j] += back
        m[j, j] -= back
    m[0, :] = 1.0
    rhs = np.zeros(n)
    rhs[0] = 1.0
    p = np.linalg.solve(m, rhs)
    nxt = np.roll(p, -1)
    return np.sum(bond * (p * np.exp(bias / 2) - nxt * np.exp(-bias / 2)))


for bias in (0.1, f, 3 * f):
    predicted = 2 * np.sinh(bias / 2) / np.mean(1 / rates)
    assert abs(ring_velocity(rates, bias) / predicted - 1) < 1e-6
field_gain = np.sinh(f / 2) / (f / 2)
drift_advantage = hops * np.sinh(f / 2)   # (L^2/2D) / (L/v)

# ------------------------------------------------ finite chains, by sampling
film = np.exp(s * rng.standard_normal((200000, hops))).mean(axis=1)
film_10, film_50, film_90 = np.quantile(film, [0.1, 0.5, 0.9])
film_parallel = 1 / np.mean(1 / film)
film_above = np.mean(film > reduction)
assert film_50 < reduction / 5
long_medians = {}
for length in (1000, 100000):
    draws = [np.exp(s * rng.standard_normal(length)).mean() for _ in range(201)]
    long_medians[length] = np.median(draws)
assert film_50 < long_medians[1000] < long_medians[100000]

# ------------------------------------------- barrier distribution cut at 3 sigma
cut = 3.0
z_cut = np.linspace(-cut, cut, 20001)
w_cut = np.exp(-z_cut**2 / 2)
w_cut[[0, -1]] *= 0.5
cut_reduction = np.sum(w_cut * np.exp(s * z_cut)) / np.sum(w_cut)
cut_formula = reduction * (norm.cdf(cut - s) - norm.cdf(-cut - s))
cut_formula /= norm.cdf(cut) - norm.cdf(-cut)
assert abs(cut_reduction / cut_formula - 1) < 1e-5


# ------------------------------------- three-dimensional random-barrier network
def network_diffusivity(thick, width, disorder):
    """D relative to uniform mean barriers: cubic network between two faces,
    periodic sideways, bond rates exp(-disorder*z)."""
    ids = np.arange((thick + 1) * width**2).reshape(thick + 1, width, width)
    inner = ids[1:-1]
    tail = np.concatenate([ids[:-1].ravel(), inner.ravel(), inner.ravel()])
    head = np.concatenate([ids[1:].ravel(), np.roll(inner, -1, 1).ravel(),
                           np.roll(inner, -1, 2).ravel()])
    g = np.exp(-disorder * rng.standard_normal(len(tail)))
    rows = np.arange(len(tail))
    ones = np.ones(len(tail))
    incidence = coo_matrix(
        (np.concatenate([ones, -ones]),
         (np.concatenate([rows, rows]), np.concatenate([tail, head]))),
        shape=(len(tail), ids.size)).tocsr()
    lap = (incidence.T @ diags(g) @ incidence).tocsr()
    level = np.zeros(ids.size)
    level[ids[0].ravel()] = 1.0
    free = inner.ravel()
    rhs = -(lap @ level)[free]
    solver = splu(lap[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
                  diag_pivot_thresh=0.0, options={"SymmetricMode": True})
    level[free] = solver.solve(rhs)
    flow = g * (level[tail] - level[head])
    n_face = width**2
    n_along = thick * n_face
    flow_in = flow[:n_face].sum()
    flow_out = flow[n_along - n_face:n_along].sum()
    assert abs(flow_in / flow_out - 1) < 1e-4   # rounding at huge rate contrast
    return flow_out * thick / n_face, g


uniform_value, _ = network_diffusivity(6, 4, 0.0)
assert abs(uniform_value - 1) < 1e-10
single_value, single_g = network_diffusivity(10, 1, 1.0)
assert abs(single_value * np.mean(1 / single_g[:10]) - 1) < 1e-8
cubic = np.array([network_diffusivity(hops, 12, s)[0] for _ in range(10)])
cubic_mean, cubic_std = cubic.mean(), cubic.std(ddof=1)
assert cubic_mean - 3 * cubic_std / np.sqrt(len(cubic)) > 1

# --------------------------------------------------------- remaining numbers
a_cm = spacing_nm * 1e-7
rate_uniform = attempt * np.exp(-mean_barrier / kT)
D_uniform = a_cm**2 * rate_uniform
D_chain = D_uniform / reduction
thickness_nm = hops * spacing_nm
time_uniform = (thickness_nm * 1e-7)**2 / (2 * D_uniform)
hot_reduction = np.exp((sigma / (k_eV * hot_temperature))**2 / 2)
wigner = 1 + (const.h * attempt / (const.k * temperature))**2 / 24
low_fraction = norm.cdf((5 * kT - mean_barrier) / sigma)
rare_fraction = norm.sf((dominant - mean_barrier) / sigma)

print(f"temperature: {temperature:.0f} K")
print(f"barrier standard deviation sigma: {sigma:.2f} eV")
print(f"mean barrier (rough): {mean_barrier:.2f} eV")
print(f"site spacing (rough): {spacing_nm:.2f} nm")
print(f"attempt frequency (rough): {attempt:.1e} Hz")
print(f"vacancy charge: {charge} e")
print(f"film: {hops} hops, thickness {thickness_nm:.2f} nm")
print(f"kT: {kT:.6f} eV")
print(f"sigma/kT: {s:.4f}")
print(f"exponent sigma^2/(2 kT^2): {s**2 / 2:.4f}")
print(f"reduction R, formula: {reduction:.1f}")
print(f"reduction R, quadrature: {quad_reduction:.1f}")
print(f"R for sigma = 0.09 eV: {np.exp((0.09 / kT)**2 / 2):.0f}")
print(f"R for sigma = 0.11 eV: {np.exp((0.11 / kT)**2 / 2):.0f}")
print(f"hop rate over the mean barrier: {rate_uniform:.3g} 1/s")
print(f"D, uniform mean barriers: {D_uniform:.3e} cm2/s")
print(f"D, long disordered chain: {D_chain:.3e} cm2/s")
print(f"L^2/(2D) for film, uniform: {time_uniform:.3g} s")
print(f"L^2/(2D) for film, long-chain D: {time_uniform * reduction:.3g} s")
print(f"dominant barrier: {dominant:.4f} eV")
print(f"activation energy at 300 K, finite difference: {activation:.4f} eV")
print(f"fraction of barriers above the dominant one: {rare_fraction:.2e}")
print(f"early-time D over uniform D: {early_gain:.1f}")
print(f"12-barrier cell, D/(a^2 Gamma_mean), Bloch: {bloch_D:.5f}")
print(f"12-barrier cell, D/(a^2 Gamma_mean), series: {series_D:.5f}")
print(f"hops for 10% scatter of resistance: {hops_for_10pc:.2e}")
print(f"length of that chain: {hops_for_10pc * a_cm:.1f} cm")
print(f"film chain, median reduction: {film_50:.0f}")
print(f"film chain, 10% quantile: {film_10:.1f}")
print(f"film chain, 90% quantile: {film_90:.0f}")
print(f"film chains with reduction above R: {100 * film_above:.1f} %")
print(f"many film chains in parallel, reduction: {film_parallel:.1f}")
print(f"median reduction, 1000 hops: {long_medians[1000]:.0f}")
print(f"median reduction, 100000 hops: {long_medians[100000]:.0f}")
print(f"reduction with barriers cut at 3 sigma: {cut_reduction:.0f}")
print(f"3D network of film thickness, D over uniform D: {cubic_mean:.1f}")
print(f"3D network, sample standard deviation: {cubic_std:.1f}")
print(f"site-energy spread tried: {site_spread:.2f} eV")
print(f"extra reduction from site energies: {site_factor:.2f}")
print(f"field: {field_MV_cm:.1f} MV/cm")
print(f"field energy per hop over kT, f: {f:.3f}")
print(f"velocity over linear-response velocity: {field_gain:.3f}")
print(f"diffusion time over drift time, film: {drift_advantage:.1f}")
print(f"reduction R at {hot_temperature:.0f} K: {hot_reduction:.1f}")
print(f"Wigner tunnelling factor on each rate: {wigner:.3f}")
print(f"fraction of barriers below 5 kT: {low_fraction:.1e}")
print("all good")
```

Output:

```
temperature: 300 K
barrier standard deviation sigma: 0.10 eV
mean barrier (rough): 0.70 eV
site spacing (rough): 0.28 nm
attempt frequency (rough): 1.0e+13 Hz
vacancy charge: 2 e
film: 18 hops, thickness 5.04 nm
kT: 0.025852 eV
sigma/kT: 3.8682
exponent sigma^2/(2 kT^2): 7.4814
reduction R, formula: 1774.7
reduction R, quadrature: 1774.7
R for sigma = 0.09 eV: 428
R for sigma = 0.11 eV: 8540
hop rate over the mean barrier: 17.4 1/s
D, uniform mean barriers: 1.364e-14 cm2/s
D, long disordered chain: 7.686e-18 cm2/s
L^2/(2D) for film, uniform: 9.31 s
L^2/(2D) for film, long-chain D: 1.65e+04 s
dominant barrier: 1.0868 eV
activation energy at 300 K, finite difference: 1.0868 eV
fraction of barriers above the dominant one: 5.48e-05
early-time D over uniform D: 1774.7
12-barrier cell, D/(a^2 Gamma_mean), Bloch: 0.01284
12-barrier cell, D/(a^2 Gamma_mean), series: 0.01284
hops for 10% scatter of resistance: 3.15e+08
length of that chain: 8.8 cm
film chain, median reduction: 84
film chain, 10% quantile: 11.1
film chain, 90% quantile: 1109
film chains with reduction above R: 6.9 %
many film chains in parallel, reduction: 27.0
median reduction, 1000 hops: 666
median reduction, 100000 hops: 1420
reduction with barriers cut at 3 sigma: 343
3D network of film thickness, D over uniform D: 3.8
3D network, sample standard deviation: 0.3
site-energy spread tried: 0.05 eV
extra reduction from site energies: 6.49
field: 1.0 MV/cm
field energy per hop over kT, f: 2.166
velocity over linear-response velocity: 1.207
diffusion time over drift time, film: 23.5
reduction R at 400 K: 67.2
Wigner tunnelling factor on each rate: 1.107
fraction of barriers below 5 kT: 5.7e-09
all good
```
